# Choosing the broadening and iteration count for surface Green functions

Computing a surface spectrum from a Wannier Hamiltonian by iteration requires a broadening $\eta$ and a maximum number of iterations or a convergence threshold. These settings are linked. For energies inside a band, the link can be worked out in closed form for a chain with one orbital per site.

## A chain that can be solved by hand

Let the site energy be zero, the nearest-neighbour hopping $t>0$, and $z=E+i\eta$ with $\eta>0$. Let $G_N$ be the Green function on the end site of a chain of $N$ sites. For one site, $G_1=1/z$. Now attach a new end site. Its amplitude $x$ obeys $zx=1+ty$, where $y$ is the amplitude on the old end site. The old chain is driven by $tx$, so $y=G_Ntx$. Hence

$$G_{N+1}=\frac{1}{z-t^2G_N}.$$

Write $z=t(\lambda+1/\lambda)$. The two roots for $\lambda$ have product one. Neither has modulus one, since $\lambda=e^{i\kappa}$ with real $\kappa$ would make $z$ real. Choose $|\lambda|<1$. Then

$$G_N=\frac{\lambda}{t}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}} .$$

For $N=1$ this is $\lambda/[t(1+\lambda^2)]=1/z$. If it holds for $N$, then

$$z-t^2G_N=t\,\frac{(\lambda+\lambda^{-1})(1-\lambda^{2N+2})-\lambda+\lambda^{2N+1}}{1-\lambda^{2N+2}}
=\frac{t}{\lambda}\,\frac{1-\lambda^{2N+4}}{1-\lambda^{2N+2}},$$

whose inverse is the formula for $N+1$. The half-infinite chain has $g=\lambda/t$, and the error of the finite one is

$$g-G_N=\frac{\lambda}{t}\,\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}} .$$

The exponent is $2N$ because the disturbance travels to the missing site and back.

Inside the band, put $\lambda=e^{i\kappa}$, so $z=2t\cos\kappa$. Expand about the real phase $\kappa_0$ at energy $E$: $i\eta\simeq v(\kappa-\kappa_0)$, with $v=dE/d\kappa$. Thus $\kappa\simeq\kappa_0+i\eta/v$, and $|\lambda|<1$ selects $v>0$. Since $|1-\lambda^2|\simeq2|\sin\kappa_0|=v/t$, the error is about $(v/t^2)e^{-2N\eta/v}$ once the exponential is small. To bring it below $\delta$ we need

$$N\gtrsim\frac{v}{2\eta}\ln\frac{v}{t^2\delta}.$$

Take $t=1$ eV, $E=0.5$ eV and $\delta=10^{-6}$ eV$^{-1}$. Then $v=\sqrt{4t^2-E^2}=1.94$ eV, and $\eta=0.001$ eV requires $968\times14.5\approx14\,000$ sites. Adding them singly would be slow. A method that doubles the length needs 14 steps, because $2^{13}<14\,000<2^{14}$. Halving $\eta$ doubles the length and costs one more step.

## From Wannier functions to principal layers

Assume an orthonormal Wannier basis, a fixed wavevector parallel to the surface, and hopping that vanishes beyond $L$ cells along the normal. Let $h_m$ be the block from row cell $j$ to column cell $j+m$, with $h_{-m}=h_m^\dagger$. Group $L$ cells into one principal layer. Two cells in layers that are not adjacent are then more than $L$ cells apart, so only adjacent layers couple. For $L=2$,

$$H_{00}=\begin{pmatrix}h_0&h_1\\h_1^\dagger&h_0\end{pmatrix},\qquad
H_{01}=\begin{pmatrix}h_2&0\\h_1&h_2\end{pmatrix},\qquad H_{10}=H_{01}^\dagger .$$

The zero is a hop of three cells. Layers are numbered $0,1,2,\ldots$ inward, and layer 0 has the bulk block $H_{00}$: the surface is cut, not relaxed. If hoppings beyond $L$ cells have been discarded, the results below concern the truncated Hamiltonian.

## What one iteration does

Let $G_j$ denote the block $G_{j0}$ of $(z-H)^{-1}$. The equations to solve have the form

$$(z-e_s)G_0=1+aG_1,\qquad (z-e)G_j=bG_{j-1}+aG_{j+1}\quad(j\ge1),$$

with initial values $e_s=e=H_{00}$, $a=H_{01}$ and $b=H_{10}$. Set $d=(z-e)^{-1}$. Each odd layer gives $G_j=d(bG_{j-1}+aG_{j+1})$. Insert this into the equations for the even layers:

$$(z-e_s-adb)G_0=1+ada\,G_2,$$

$$(z-e-adb-bda)G_j=bdb\,G_{j-2}+ada\,G_{j+2}.$$

The form is unchanged, with twice the spacing and

$$e_s'=e_s+adb,\quad e'=e+adb+bda,\quad a'=ada,\quad b'=bdb .$$

This is the Lopez Sancho decimation. After $n$ steps the estimate of the surface Green function is $G^{(n)}=(z-e_s^{(n)})^{-1}$.

The inverses exist for every $\eta>0$. Let $M=z-H$, and split its space into retained components $v$ and eliminated components $u$. Elimination produces the matrix $S=M_{vv}-M_{vu}M_{uu}^{-1}M_{uv}$. For given $v$, choose $u=-M_{uu}^{-1}M_{uv}v$, so that $M$ acting on $(v,u)$ gives $(Sv,0)$. Then

$$\operatorname{Im}\langle v|Sv\rangle=\operatorname{Im}\langle(v,u)|M(v,u)\rangle=\eta(\|v\|^2+\|u\|^2)\ge\eta\|v\|^2 .$$

The block $M_{uu}$ is invertible because its own imaginary part is $\eta$. The diagonal blocks of $S$ are $z-e_s$ and $z-e$, so their inverses have norm at most $1/\eta$. A very small $\eta$ permits large intermediate matrices, and with them larger rounding errors.

## Step $n$ accounts for $2^n$ layers

After $n$ steps the retained layers are $0,N,2N,\ldots$ with $N=2^n$. The surface equation is

$$(z-e_s^{(n)})G_{00}=1+a_nG_{N0}.$$

It follows from the equations of layers $0$ to $N-1$ alone: those of layers $1$ to $N-1$ express the interior amplitudes through $G_{00}$ and $G_{N0}$, and the result is put into the equation of layer 0. An isolated slab made of layers $0$ to $N-1$ obeys the same equations with $G_{N0}=0$. Its surface block is therefore $(z-e_s^{(n)})^{-1}=G^{(n)}$. Step $n$ gives exactly the surface Green function of a slab of $2^n$ principal layers, or $2^nL$ cells. The unconverged answer is thus a definite physical object, a film.

The same elimination identifies the effective hopping. For $N\ge2$, let $G^{\rm int}$ be the Green function of layers $1$ to $N-1$ alone. Then $a_n=H_{01}G^{\rm int}_{1,N-1}H_{01}$: an electron enters at one end of the interior and leaves at the other.

## How far the film is from the half-infinite crystal

Let $g=G_{00}$ be the half-infinite result. The layers from $j+1$ inward form a copy of the whole stack, driven by $H_{10}G_{j0}$. Hence $G_{j+1,0}=gH_{10}G_{j0}$, and therefore

$$g=(z-H_{00}-H_{01}gH_{10})^{-1},\qquad G_{N0}=(gH_{10})^Ng .$$

The same argument applied to $G(z-H)=1$ gives $G_{0N}=g(H_{01}g)^N$.

To obtain the film from the half-infinite stack, add a source $s$ on layer $N$ that forces the amplitude there to vanish. The amplitudes become $G_{j0}+G_{jN}s$, with $s=-G_{NN}^{-1}G_{N0}$. The equations of layers $0$ to $N-1$ are untouched by this source, so the amplitude on layer 0 is that of the film. Thus

$$g-G^{(n)}=G_{0N}G_{NN}^{-1}G_{N0}=g(H_{01}g)^N\,G_{NN}^{-1}\,(gH_{10})^Ng .$$

The inverse of $G_{NN}$ exists: with $y=Gx$ and $x\neq0$ on layer $N$, $\operatorname{Im}\langle x|Gx\rangle=-\eta\|y\|^2<0$.

The powers are governed by Bloch factors. If $gH_{10}u=\lambda u$ with $\lambda\ne0$, multiply by $g^{-1}=z-H_{00}-H_{01}gH_{10}$. This gives $H_{10}u=\lambda(z-H_{00}-\lambda H_{01})u$, or

$$(H_{00}+\lambda H_{01}+\lambda^{-1}H_{10})u=zu .$$

This is the bulk Bloch equation with $\lambda$ in place of $e^{i\kappa}$, where $\kappa$ is the phase per principal layer. Because the resolvent is bounded, $G_{N0}$ tends to zero at large $N$, so these factors have $|\lambda|<1$. Likewise, let $w$ be a row vector with $wH_{01}g=\mu w$ and $\mu\neq0$. Multiplying by $g^{-1}$ from the right gives $w(H_{00}+\mu^{-1}H_{01}+\mu H_{10})=zw$. Here $1/\mu$ is a Bloch factor outside the unit circle.

Let $\lambda_{\rm in}$ and $\lambda_{\rm out}$ be the factors nearest the unit circle on the two sides. When these modes are isolated and coupled by the surface and the cut, the error at large $N$ behaves as

$$\|g-G^{(n)}\|\simeq Ce^{-rN},\qquad r=\ln\frac{|\lambda_{\rm out}|}{|\lambda_{\rm in}|},$$

and the number of steps follows from

$$2^n\gtrsim\frac{1}{r}\ln\frac{C}{\delta}.$$

Here $\delta$ is an absolute error in the spectral norm. The dependence of $r$ and $C$ on $\eta$ is decided by where $E$ lies.

## Four kinds of energy

**Inside a band.** With one mode in each direction, the expansion used for the chain gives $\kappa\simeq\kappa_0+i\eta/v$ for each. The inward mode has speed $v_+$ and $|\lambda_{\rm in}|\simeq e^{-\eta/v_+}$. The outward mode has velocity $v_-<0$ and $|\lambda_{\rm out}|\simeq e^{\eta/|v_-|}$. Therefore

$$r\simeq\eta\left(\frac1{v_+}+\frac1{|v_-|}\right).$$

The bracket is the round-trip time per layer in units of $\hbar$. Halving $\eta$ halves $r$ and adds one step. If there are several modes, the fastest in each direction decay least per layer and set $r$.

**At a quadratic band edge.** Let $E(\kappa)=E_0-\tfrac12cq^2$ near a maximum, with $q=\kappa-\kappa_{\rm top}$ and $c>0$. Assume no other band passes through $E_0$; if one does, its in-band modes set $r$ at small $\eta$. At $z=E_0+i\eta$, $q^2=-2i\eta/c$. The two roots have imaginary parts $\pm\sqrt{\eta/c}$, so $r\simeq2\sqrt{\eta/c}$. A minimum gives the same rate. Halving $\eta$ adds about half a step, apart from slow changes in $\ln(C/\delta)$.

**In a gap, away from the surface states of either face of the film.** No Bloch factor reaches the unit circle as $\eta\to0$. Both $r$ and $C$ stay finite, and reducing $\eta$ eventually costs nothing.

**On a surface state.** Let $E$ equal the energy of a state localized at the surface, with component $\psi_j$ on layer $j$. Near this pole $G_{jk}\simeq\psi_j\psi_k^\dagger/(i\eta)$. Both $G_{0N}$ and $G_{N0}$ in the error formula carry a factor $1/\eta$. The middle factor needs care. Eliminating the layers on both sides of layer $N$ gives $G_{NN}^{-1}=z-H_{00}-H_{01}gH_{10}-H_{10}\tilde gH_{01}$, where $\tilde g$ is the film's block on layer $N-1$. This contains $g$ and so has a pole of its own. However, $gH_{10}G_{N0}=G_{N+1,0}$, so $G_{NN}^{-1}G_{N0}=(z-H_{00}-H_{10}\tilde gH_{01})G_{N0}-H_{01}G_{N+1,0}$. If the far face of the film has no state at $E$, $\tilde g$ stays regular, this product carries a single factor $1/\eta$, and $C\propto1/\eta^2$. This holds when the energy shift caused by the far side of the film is much smaller than $\eta$. The required $N$ grows as $2\ln(1/\eta)/r$, and the number of steps as the logarithm of that.

The rule of one more step for each halving of $\eta$ is therefore an in-band rule. At a quadratic edge the count still grows logarithmically, at about half that rate.

## A worked case

Take two orbitals per cell, with Pauli matrices $\sigma_i$ and, in eV,

$$h_0=\sin k_y\,\sigma_y+(m+\cos k_y)\sigma_z,\quad h_1=\tfrac12(\sigma_z-i\sigma_x),\quad h_2=(0.1+0.05i)\,\mathbb 1 ,$$

where $m=-1.2$ and $k_y=0.4$ rad. This is a Chern-insulator model with round parameters. The second-neighbour hopping makes two cells one layer, and its complex value makes the two directions inequivalent. The gap runs from $-0.60$ to $0.79$ eV, the upper band ends at $1.556$ eV, and a surface state lies at $0.393$ eV. The target is $\delta=10^{-6}$ eV$^{-1}$.

At $E=1.2$ eV the speeds are $0.3223$ and $0.2817$ eV per unit layer phase. For $\eta=0.016$ eV,

$$r\simeq0.016\,(3.103+3.550)=0.1064 .$$

The Bloch factors give the same value to this accuracy, and so does the measured error between 64 and 128 layers. The error at 64 layers fixes $C=9.46$ eV$^{-1}$. Thus

$$N\approx\frac{\ln(9.46\times10^6)}{0.1064}\approx151 .$$

Growing the stack one layer at a time does reach the target at 151 layers. Decimation reaches it at step 8, since $128<151\le256$.

The steps needed at each energy are:

| $\eta$ (eV) | in band | band top | gap | surface state |
|---|---|---|---|---|
| 0.016 | 8 | 5 | 3 | 3 |
| 0.008 | 9 | 6 | 3 | 3 |
| 0.004 | 10 | 6 | 3 | 3 |
| 0.002 | 11 | 7 | 3 | 3 |
| 0.001 | 12 | 7 | 3 | 3 |

The gap energy is $E=0$. At the band top, $c=0.2744$ eV gives $r\simeq2\sqrt{0.001/0.2744}=0.121$ at the smallest $\eta$, in agreement with the Bloch factors. Reducing $\eta$ sixteenfold adds four steps in the band and two at its top.

The surface-state column is too short to show its slow growth. The factor $1/\eta^2$ is visible in the error of the four-layer film: halving $\eta$ from $0.002$ to $0.001$ eV multiplies it by $4.00$.

The numerical check tests these rates, and compares decimation with directly inverted slabs of up to 40 layers. For steps 0 to 5 the matching slabs have 1, 2, 4, 8, 16 and 32 layers.

## When to stop

The change made by one step follows from $A^{-1}-B^{-1}=B^{-1}(B-A)A^{-1}$, with $A=z-e_s^{(n+1)}$ and $B=z-e_s^{(n)}$:

$$G^{(n+1)}-G^{(n)}=G^{(n)}a_nd_nb_nG^{(n+1)} .$$

It contains both $a_n$ and $b_n$, one for each leg of the round trip. A threshold on $a_n$ alone measures one leg. In the worked case $\|a_n\|$ falls from $4.7\times10^{-4}$ to $3.3\times10^{-7}$ eV between steps 7 and 8, while the error falls from $1.2\times10^{-5}$ to $1.4\times10^{-11}$ eV$^{-1}$.

Early steps may mislead. In the same run the errors at steps 2, 3 and 4 are $4.0$, $5.7$ and $1.5$ eV$^{-1}$. The error need not fall steadily while $rN$ is of order one or less: a thin film has discrete levels, and its Green function can be large when one of them lies near $E$. A small change in one spectral value is thus weaker evidence than small $a_n$ and $b_n$.

A guaranteed criterion is available. Eliminate all remaining layers $N,2N,\ldots$ from the decimated equations. This gives $g^{-1}=z-e_s^{(n)}-a_nXb_n$, where $X$ is the block at layer $N$ of the resolvent of layers $1,2,\ldots$. Hence

$$g-G^{(n)}=G^{(n)}a_nXb_ng,\qquad
\|g-G^{(n)}\|\le\frac{\|a_n\|\|b_n\|}{\eta^3},$$

because $G^{(n)}$, $X$ and $g$ are blocks of resolvents of Hermitian Hamiltonians and have norm at most $1/\eta$. Stopping when $\|a_n\|\|b_n\|\le\delta\eta^3$ is safe apart from rounding, though it may be stricter than necessary.

## A safe cap on the iteration count

A cap valid at every energy can be found before the calculation. Let the bulk bands at this parallel wavevector lie in $[E_c-D,E_c+D]$. The film and the half-infinite stack are restrictions of the bulk Hamiltonian to fewer layers. Their expectation values, and hence their spectra, lie in the same interval.

The surface block of a power $H^m$ cannot sense the absence of layer $N$ before $m=2N$, since that takes $N$ hops out and $N$ back. Any polynomial $p$ of degree at most $2N-1$ therefore has the same surface block for both systems. Subtracting $p$ from both resolvents gives

$$\|g-G^{(n)}\|\le2\max_x\left|\frac1{z-x}-p(x)\right| .$$

Write $x=E_c+D\cos\theta$ and $(z-E_c)/D=(w+w^{-1})/2$ with $|w|<1$. Summing two geometric series yields

$$1+2\sum_{k\ge1}w^k\cos k\theta=\frac{1-w^2}{1-2w\cos\theta+w^2},$$

and the denominator on the right is $2w(z-x)/D$. Hence

$$\frac1{z-x}=\frac1D\,\frac{2w}{1-w^2}\Big[1+2\sum_{k\ge1}w^k\cos k\theta\Big].$$

Since $\cos k\theta$ is a polynomial of degree $k$ in $\cos\theta$, let $p$ be the sum through $k=2N-1$. The omitted sum, with its factor 2, is at most $2|w|^{2N}/(1-|w|)$.

Put $w=e^{-\xi-i\phi}$ with $\xi>0$. Then $|2w/(1-w^2)|=1/|\sinh(\xi+i\phi)|\le1/\sinh\xi$. The imaginary part of $(w+w^{-1})/2=\cosh(\xi+i\phi)$ is $\sinh\xi\sin\phi=\eta/D$, so $\xi\ge\xi_0=\operatorname{arsinh}(\eta/D)$. The bound decreases with $\xi$, and inserting $\xi_0$ gives

$$\|g-G^{(n)}\|\le\frac{4e^{-2N\xi_0}}{\eta(1-e^{-\xi_0})} .$$

In the worked case $D=1.486$ eV. At $\eta=0.001$ eV, $\xi_0=6.73\times10^{-4}$, and the bound falls below $\delta$ at $N\approx29.4/(2\times6.73\times10^{-4})\approx22\,000$, or 15 steps. The largest count in the table is 12. The cap costs little because overestimating $N$ by a factor of eight costs three steps.

## Setting the values

Choose $\eta$ first, from the resolution wanted in the spectrum $A(E)=-\operatorname{Im}\operatorname{Tr}g/\pi$. An isolated surface state appears as a Lorentzian of half-width $\eta$, so the energy mesh must be finer than $\eta$ to resolve it. Its peak obeys $-\eta\operatorname{Im}\operatorname{Tr}g\simeq\|\psi_0\|^2$, the weight of the state on layer 0. In the worked case both sides are $0.996$. The peak height therefore depends on the setting, while the area does not.

Next choose $\delta$ relative to the features of interest. On that peak at $\eta=0.001$ eV, $-\operatorname{Im}\operatorname{Tr}g$ is about $1000$ eV$^{-1}$, so $\delta=10^{-6}$ eV$^{-1}$ is a relative error of about $10^{-9}$. A plot needs far less.

Set the iteration cap from the last bound, and stop at the cap or when the test on $a_n$ and $b_n$ is met, whichever comes first; either one guarantees the error. In the worked case the test comes first: at $\eta=0.001$ eV it is met by step 13 on a mesh of energies across the bands, against a cap of 15. It need not come first, because it carries $\eta^{-3}$ where the cap carries about $\eta^{-2}$. For the chain with $t=1$ eV at $E=0$, $|a_n||b_n|\simeq v^2e^{-2N\eta/v}$ with $v=D=2$ eV. At $\eta=0.001$ eV the test needs $N\approx1000\ln(4\times10^{15})\approx36\,000$, or 16 steps, while the cap needs $N\approx1000\ln(8\times10^{12})\approx30\,000$, or 15 steps. If $\eta$ is later halved, raise the cap by one step, or by two if the $N$ from the bound lay just below a power of two, since the prefactor of the bound also grows. If the cap is too low, the output is the spectrum of a film of $2^n$ layers, and discrete film levels may appear where the crystal has a continuum. Raising $\eta$ hides them by shortening the electron's range; adding steps removes them at the chosen resolution.

## Numbers as computed

```
mass, ky, hop2 (eV, rad, eV): -1.2 0.4 (0.1+0.05j)
gap from -0.6025 to 0.7883 eV
top of upper band 1.5560 eV, half-width D 1.4861 eV
in-band energy 1.2 eV, gap energy 0.0 eV
speeds per layer phase 0.3223, -0.2817 eV
curvature at band top per layer phase^2 0.2744 eV
surface state 0.3931 eV, weight on layer 0 0.9960
error target delta 1e-06 1/eV
step n: matching slab layers, mismatch (1/eV), next best (1/eV)
  0:   1  0.0e+00  9.3e+00
  1:   2  6.6e-15  1.3e+00
  2:   4  4.6e-15  1.3e+00
  3:   8  4.7e-14  5.3e+00
  4:  16  1.8e-14  8.5e-01
  5:  32  2.2e-14  4.6e-01
first moment order that differs for a 3-layer slab: 6
E = 1.2 eV, eta = 0.016 eV: n, layers, |a_n| (eV), error (1/eV)
  0    1  1.01e+00  1.45e+01
  1    2  8.66e-01  4.46e+00
  2    4  1.59e+00  4.01e+00
  3    8  3.35e-01  5.65e+00
  4   16  3.24e-01  1.47e+00
  5   32  1.11e-01  3.12e-01
  6   64  1.76e-02  1.04e-02
  7  128  4.66e-04  1.15e-05
  8  256  3.25e-07  1.40e-11
rate r per layer: measured 0.10641, Bloch 0.10640, speeds 0.10644
prefactor C 9.462 1/eV, predicted layers 151.0
layers needed one by one 151, decimation steps 8
eta (eV): steps in band, band top, gap, surface state; bound
  0.016: 8 5 3 3 ; 11
  0.008: 9 6 3 3 ; 12
  0.004: 10 6 3 3 ; 13
  0.002: 11 7 3 3 ; 14
  0.001: 12 7 3 3 ; 15
rates r at eta 0.016 eV: 0.1064 0.4849 3.5501 3.4355
rates r at eta 0.001 eV: 0.0067 0.1208 3.5497 3.4347
band-top rate from curvature at 0.001 eV: 0.1207
surface state: 4-layer error ratio on halving eta 3.999
surface state: eta times -Im Tr G at 0.001 eV 0.9960
chain t = 1.0 eV, E = 0.5 eV; eta (eV): steps, predicted 2^n
  0.016: 10  876
  0.008: 11  1752
  0.004: 12  3504
  0.002: 13  7008
  0.001: 14  14017
```
